# Odd flexoelectric polarization and its vanishing integral across an Ising wall, part 2

A planar 180-degree ferroelectric domain wall has normal \(x\). The main polarization \(P_z\) lies in the wall plane and changes from \(-P_s\) to \(+P_s\). The question is whether the small normal component \(P_x(x)\) gives the wall a net dipole layer, and hence a potential step. A prime denotes \(d/dx\), and equations are in SI units.

With the strains eliminated, the energy density is, apart from constants and total derivatives,

\[
\begin{aligned}
w_{\rm tot}={}&\frac A2P_z^2+\frac B4P_z^4+\frac g2P_z'^2
+\frac12\left(a+\frac1{\varepsilon_0\varepsilon_b}\right)P_x^2\\
&+\frac b2P_x^2P_z^2+\frac d4P_x^4+\frac h2P_x'^2
-\lambda P_x(P_z^2)'.
\end{aligned}
\]

Here \(A=-|A|\), \(B>0\), and \(\varepsilon_b\) is the background relative permittivity. The flexoelectric coupling is

\[
\lambda=\frac{qf}{c}-\frac{sF}{2C},
\]

with elastic stiffnesses \(c,C\), electrostrictive constants \(q,s\) and flexoelectric constants \(f,F\).

Without free charge or an applied normal field, \(D_x=\varepsilon_0\varepsilon_bE_x+P_x\) is zero, so

\[
E_x=-\frac{P_x}{\varepsilon_0\varepsilon_b}.
\]

The bound charge is \(\rho_b=-P_x'\). Variation with respect to \(P_z\) gives

\[
AP_z+BP_z^3-gP_z''+bP_x^2P_z+2\lambda P_zP_x'=0.
\]

Without the last two terms, \(P_z=P_st\) with \(t=\tanh(x/w)\), \(P_s^2=|A|/B\) and \(w^2=2g/|A|\). The flexoelectric field acting on \(P_x\) is then

\[
\lambda(P_z^2)'=\frac{2\lambda P_s^2}{w}t(1-t^2).
\]

The stiffness operator for \(P_x\) is \(-h\,d^2/dx^2+K\), where

\[
K(x)=K_0+bP_z^2,\qquad
K_0=a+\frac1{\varepsilon_0\varepsilon_b}.
\]

The parity argument is this: for odd \(P_z\), \(-P_x(-x)\) solves the same equation as \(P_x(x)\). If \(d\ge0\) and the operator is positive, the localized solution is unique, hence odd, and its integral is zero.

In the numerical output, `X` is \(x/w\), `n` is \(P_x/P_s\), `kappa` is \(K_0/|A|\), `beta` is \(bP_s^2/|A|\), `eta` is \(h/(|A|w^2)\), `gamma` is \(dP_s^2/|A|\) and `Lam` is \(\lambda P_s/(|A|w)\).

## Second half: size, limits and a film-scale example

The wall normal is \(x\), the main polarization is \(P_z=P_s\tanh(x/w)\) at leading order, and \(\lambda\) is the effective flexoelectric coupling. The normal component obeys

\[
-hP_x''+(K_0+bP_z^2)P_x+dP_x^3=\lambda(P_z^2)',
\]

where \(K_0=a+1/(\varepsilon_0\varepsilon_b)\) includes the depolarizing field. For \(d\ge0\), positive stiffness and an odd \(P_z\) make \(P_x\) odd and its integral zero.

When \(b=d=0\), the stiffness has the constant value \(K_0\), and direct integration gives

\[
K_0\int P_x\,dx-h[P_x']_{-\infty}^{\infty}
=\lambda[P_z^2]_{-\infty}^{\infty}=0.
\]

In this special case the integral vanishes because the two domains have equal \(P_z^2\), whatever the detailed shape of the wall. The parity argument covers a stiffness that varies with \(P_z^2\), but it needs the symmetric wall.

A zero integral does not mean a zero response. For constant stiffness, multiply the equation by \(x\) and integrate. The gradient term gives \(\int xP_x''\,dx=[xP_x'-P_x]=0\). On the right,

\[
\int x(P_z^2)'\,dx
=\int(P_s^2-P_z^2)\,dx
=P_s^2\int\operatorname{sech}^2(x/w)\,dx=2wP_s^2,
\]

where subtracting the constant \(P_s^2\) before integrating by parts removes the boundary term. Therefore

\[
\int xP_x\,dx=\frac{2\lambda wP_s^2}{K_0}.
\]

This moment does not depend on \(h\). It has a direct electrical meaning. The bound charge \(-P_x'\) has no net charge and no net dipole, but its second moment is \(\int x^2\rho_b\,dx=2\int xP_x\,dx\). For \(\lambda>0\) there is negative bound charge at the centre and positive charge on the flanks.

The profile at constant stiffness follows from the function satisfying \(-hG''+K_0G=\delta(x)\), where \(\delta(x)\) is now the Dirac delta function. With \(\xi=\sqrt{h/K_0}\), it is

\[
G(x)=\frac{\xi}{2h}e^{-|x|/\xi}.
\]

Away from zero this solves the homogeneous equation. At zero its slope jumps by \(-1/h\), as required. Hence

\[
P_x(x)=\lambda\int_{-\infty}^{\infty}G(x-y)\,(P_z^2)'(y)\,dy.
\]

The gradient energy smooths the source over the length \(\xi\). If \(\xi\ll w\), the local estimate \(P_x\simeq\lambda(P_z^2)'/K\) is adequate.

The potential satisfies \(\phi'=-E_x=P_x/(\varepsilon_0\varepsilon_b)\). Its total change is therefore

\[
\phi(\infty)-\phi(-\infty)
=\frac1{\varepsilon_0\varepsilon_b}\int P_x\,dx=0.
\]

For \(\lambda>0\), \(P_x\) is negative on the left flank, so the potential is lower at the centre than in either domain.

The first way to lose this result is an instability of the wall itself. For the hyperbolic-tangent profile and \(b>0\), the stiffness operator is

\[
-h\frac{d^2}{dx^2}+K_0+bP_s^2-bP_s^2\operatorname{sech}^2(x/w).
\]

Take \(\psi=\operatorname{sech}^{\nu}(x/w)\). Two derivatives give

\[
\psi''=\frac{1}{w^2}\left[\nu^2-\nu(\nu+1)\operatorname{sech}^2(x/w)\right]\psi.
\]

The terms in \(\operatorname{sech}^2\) cancel if \(\nu(\nu+1)=bP_s^2w^2/h\), leaving the eigenvalue

\[
\Lambda_0=K_0+bP_s^2-\frac{h\nu^2}{w^2}.
\]

Since \(\psi\) has no node, this is the lowest eigenvalue. If it is negative, a spontaneous normal component of even shape can grow, as in a Néel wall. In a test with \(P_z\) held fixed, \(K_0=-1.5|A|\), \(bP_s^2=3|A|\), \(h=0.5|A|w^2\) and \(dP_s^2=|A|\), the lowest eigenvalue was \(-0.5|A|\). A solution with \(\int P_x\,dx=1.90P_sw\) then had lower energy than the odd one. The equations still have inversion symmetry, but this lower-energy solution does not. The test shows the instability and not a settled Néel wall. With these numbers a uniform \(P_x\) state at \(D_x=0\) has the energy density \(-K_0^2/(4d)=-0.56|A|P_s^2\), below the value \(-0.25|A|P_s^2\) of the domains, so the normal component would spread if \(P_z\) were free. For the wall to remain between stable domains, \(K_0^2/d\) must be smaller than \(|A|^2/B\) when \(K_0\) is negative.

The second way is to make the surroundings unequal. With \(b=d=0\), let the stiffness be \(K_0\) on the left and \(1.5K_0\) on the right, keeping \(h\) and \(P_z\) unchanged. In the local estimate the two flanks contribute \(-\lambda P_s^2/K_0\) and \(+\lambda P_s^2/(1.5K_0)\). The magnitude of their sum, divided by the sum of their magnitudes, is

\[
\frac{1-1/1.5}{1+1/1.5}=0.20.
\]

The numerical solution with the gradient term also gives 0.200. Equal values of \(P_z^2\) in the domains are thus insufficient when the stiffness differs from side to side.

Consider now round parameters in the rough regime of a 10 nm ferroelectric hafnia film: \(P_s=25\ \mu\mathrm{C/cm^2}\) and \(w=0.50\) nm. The longitudinal susceptibility is 25. Since the curvature of the Landau energy at \(P_s\) is \(-|A|+3BP_s^2=2|A|\), this fixes \(|A|=1/(2\varepsilon_0\times25)=2.26\times10^9\) m/F. The transverse susceptibility is 50 at the wall centre and 25 in the domains, and \(\varepsilon_b=5\). These choices give \(K_0=11|A|\) and \(bP_s^2=|A|\). The remaining choices are \(h=g=0.5|A|w^2\) and \(d=B\).

For the coupling, take \(f=3\) V, \(q/c=0.05\ \mathrm{m^4/C^2}\), \(F=1\) V and \(s/C=0.04\ \mathrm{m^4/C^2}\). Then

\[
\lambda=3(0.05)-\frac{1(0.04)}2=0.13\ \mathrm{V\,m^4/C^2}.
\]

The factor \(t(1-t^2)\) is largest at \(t^2=1/3\), where it equals \(2/(3\sqrt3)=0.385\). With \(P_s=0.25\ \mathrm{C/m^2}\), the largest flexoelectric field is

\[
\frac{2(0.13)(0.25)^2}{0.50\times10^{-9}}(0.385)
=1.25\times10^7\ \mathrm{V/m}=0.125\ \mathrm{MV/cm}.
\]

Division by \(K=(11+1/3)|A|\) gives a local estimate of \(0.049\ \mu\mathrm{C/cm^2}\). The full solution has a peak of \(0.042\ \mu\mathrm{C/cm^2}\), or 0.17% of \(P_s\), at about 0.36 nm from the centre. The smoothing length is \(\xi=w\sqrt{0.5/11}=0.11\) nm, which is not negligible beside the wall half-width.

If the depolarizing term is removed and the other parameters are kept, the peak rises to \(0.195\ \mu\mathrm{C/cm^2}\), 4.65 times larger. The lowest stiffness eigenvalue is \(11.5|A|\) with the depolarizing field and \(1.5|A|\) without it. Both are positive, so this example has no spontaneous Néel component in either case.

The coupled equations were solved from \(-11w\) to \(14w\), starting from \(P_z/P_s=\tanh X+0.1e^{-(X-1)^2}\) and \(P_x/P_s=0.05e^{-(X+0.5)^2}\), with \(X=x/w\). The wall position was fixed by \(P_z(0)=0\), but oddness was not imposed. The largest departure from oddness was \(4\times10^{-9}\) of the peak, and \(|\int P_x\,dx|/\int|P_x|\,dx\) was \(6\times10^{-10}\). The first moment was \(0.0308\ \mu\mathrm{C\,cm^{-2}\,nm^2}\). The constant-stiffness formula gives 0.0327 in the same unit; it is larger because it omits the positive term \(bP_z^2\) from the stiffness. The term \(dP_x^2\) is too small here to affect these digits. The potential at the centre is \(-6.6\) mV relative to the domains, compared with \(k_BT/e=25.9\) mV at 300 K.

An applied field along \(z\) makes the domains unequal. At 0.5 MV/cm the Landau equation gives \(P_-=-23.81\) and \(P_+=26.04\ \mu\mathrm{C/cm^2}\). For constant stiffness, integration now yields

\[
\int P_x\,dx=\frac{\lambda(P_+^2-P_-^2)}{K_0}.
\]

This corresponds to a potential step of 1.3 mV. Including the variation of stiffness gives 1.2 mV. The wall is assumed to be held in place, with a hyperbolic-tangent profile joining the two unequal values, since the field would otherwise move it.

Some omitted effects are small beside the flexoelectric signal, while thermal fluctuations and electrode fields are larger than it. A wall of width \(2w\) spans four spacings of 0.25 nm, so the continuum description is marginal. Solving the same equations on such planes, with the wall centred on one of them, gives a peak of \(0.034\ \mu\mathrm{C/cm^2}\), against 0.038 for the continuum profile at the same positions. The integral still vanishes for this centred wall. The size of the reduction depends on the difference scheme. This value uses central differences with both components on the same planes; placing \(P_x\) between the planes of \(P_z\) gives 0.041 against 0.042. The wall centred on a plane is also a weak saddle, and the slightly preferred position midway between planes is equally symmetric. Discreteness thus lowers the peak by up to roughly 10%, but this is not an atomistic calculation.

Thermal fluctuations are more severe. For a uniform fluctuation in a volume \(V\), equipartition gives \(\langle P_x^2\rangle=k_BT/(KV)\). The stiffness of the domains is used here with the depolarizing field of a flat layer, which is stronger than that of a cube and so makes the estimate low. For a cube of side \(2w\), the root-mean-square value is \(1.2\ \mu\mathrm{C/cm^2}\), about 29 times the calculated peak. By this estimate, averaging over roughly \(870\ \mathrm{nm^2}\) of wall is needed to make the two equal. The profile is a mean-field average and not an instantaneous picture.

By contrast, the reaction on \(P_z\) is about 0.003% of \(P_s\). The internal field reaches 0.095 MV/cm, small beside a rough breakdown field of 4 MV/cm. For \(10^{18}\ \mathrm{cm^{-3}}\) non-degenerate carriers and a static relative permittivity of 30, the Debye length is 6.5 nm, much longer than the wall width, so carriers screen this narrow charge pattern weakly: in linear Debye screening the potential well becomes about 8% shallower and the peak of \(P_x\) changes by about 2%.

Among the estimated effects that change the average profile, the electrodes matter most. Imperfect screening over an effective length of 0.005 nm leaves a surface potential of at most about \(V_s=P_s(0.005\ \mathrm{nm})/\varepsilon_0=0.14\) V, with opposite signs above the two domains. Using this upper value for an estimate, the boundary values for identical electrodes at \(z=\pm L/2\) are taken as \(\phi=\pm V_s\operatorname{sgn}(x)\). Treating the film as an isotropic dielectric, the solution of Laplace's equation is

\[
\phi=\frac{2V_s}{\pi}\int_0^\infty\frac{\sin kx}{k}\,
\frac{\sinh kz}{\sinh(kL/2)}\,dk.
\]

At \(x=0\) and \(z=L/4\), the identity \(\sinh(kL/2)=2\sinh(kL/4)\cosh(kL/4)\) gives

\[
|E_x|=\frac{2V_s}{\pi}\int_0^\infty\frac{dk}{2\cosh(kL/4)}
=\frac{2V_s}{L}=0.28\ \mathrm{MV/cm}.
\]

Dividing by the transverse stiffness of the domains, \(a+bP_s^2\), gives the estimate \(P_x\simeq0.63\ \mu\mathrm{C/cm^2}\), about 15 times the flexoelectric peak. This value holds at quarter depth only. The field grows towards the electrodes: with the finite wall width and the reduction of \(V_s\) by the dielectric response of the film included, it is about 0.25 MV/cm at quarter depth and about 2 MV/cm at the surface, where a linear estimate is no longer reliable. This field is even in \(x\), so at that depth the integral across the wall does not vanish. It is odd in \(z\), however, and therefore cancels at mid-thickness and in the thickness average.

The polarization, thickness and roughly MV/cm switching scale place this example near ferroelectric hafnia, but the flexoelectric and electrostrictive constants are chosen values. The Landau coercive field of 2.2 MV/cm is a property of the model and not a prediction for a film. Real hafnia walls can be atomically narrow and involve lattice modes beyond the two polarization components used here. A wall structure without an inversion centre need not have a zero integral. Unequal electrode interfaces also break the protecting symmetry. If one interface has the surface potential \(V_s\) and the other screens perfectly, the potential far from the wall varies linearly through the film from \(\pm V_s\) to zero. Its thickness average is \(\pm V_s/2\) in the two domains, a difference of 0.14 V, far above the 1.2 mV found under bias. A capacitor model may therefore omit an intrinsic flexoelectric dipole layer for a stable, symmetric wall, but it must still include the electrode fields. The numerical output gives the profile and the other values of the example.

## Values computed for the example and the checks

```
Ps = 25.0 uC/cm2; w = 0.50 nm; film 10 nm
chi_z = 25; chi_x bulk 25, wall centre 50; eps_b = 5
f = 3.0 V; q/c = 0.050 m4/C2
F = 1.0 V; s/C = 0.040 m4/C2
lambda = 0.130 V m4/C2
|A| = 2.2588e+09 m/F; B = 3.6141e+10 m5/(F C2)
g = h = 2.8235e-10 m3/F; a = 2.2588e+09 m/F; b = 3.6141e+10 m5/(F C2)
1/(eps0 eps_b) = 2.2588e+10 m/F
scaled kappa = 11.000, beta = 1.000, eta = 0.500, gamma = 1.000, Lam = 0.02878
Landau coercive field = 2.17 MV/cm
peak flexoelectric field = 0.1251 MV/cm
Profile: x (nm), Pz (uC/cm2), Px (uC/cm2)
   -1.00   -24.101   -0.00927
   -0.50   -19.041   -0.03737
   -0.25   -11.554   -0.03825
    0.00    -0.000    0.00000
    0.25    11.554    0.03825
    0.50    19.041    0.03737
    1.00    24.101    0.00927
peak |Px| = 0.04201 uC/cm2 at |x| = 0.363 nm
peak |Px|/Ps = 0.168 %
local estimate of peak, no h term = 0.04889 uC/cm2
peak without depolarizing field = 0.1952 uC/cm2
suppression by depolarizing field = 4.65 times
relative oddness error = 3.8e-09
|int Px dx| / int |Px| dx = 5.6e-10
int x Px dx = 0.03076 uC/cm2 nm2
same, constant K = a+1/(eps0 eps_b): 0.03270 uC/cm2 nm2
potential at wall centre = -6.555 mV
potential step across wall below 1e-06 mV
lowest stiffness/|A|: 11.500; no depolarization 1.500
soft test case (kappa -1.5, beta 3, eta 0.5): lowest -0.500, int n dX = 1.896
stiffness 1.5 times larger on one side: |int|/int|.| = 0.200
bias 0.5 MV/cm: Pz = -23.81 and 26.04 uC/cm2
  potential step under bias = 1.206 mV
Neglected effects
back-action on Pz = 0.0026 % of Ps
lattice planes 0.25 nm apart: 2w = 4.0 spacings
  peak on planes = 0.03431 uC/cm2, |int|/int|.| = 2.2e-09
kT/e at 300 K = 25.85 mV
thermal rms Px in a cube of side 2w = 1.236 uC/cm2
wall area where thermal rms equals peak = 866 nm2
Debye length at 1e+18 cm-3, eps 30 = 6.55 nm
peak |Ex| = 0.0949 MV/cm; rough breakdown 4 MV/cm
electrode screening length 0.005 nm: surface potential 0.141 V
  stray Ex at quarter depth = 0.282 MV/cm, Px = 0.625 uC/cm2
```
